# The energy error of a charged molecule in a periodic cell: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
# Result under test: a molecule of charge q in a cubic cell of side L with a
# neutralizing uniform background has, in atomic units, the energy shift
#   E_periodic - E_isolated = -alpha q^2/(2L) + 2 pi (q Q2 - p^2)/(3 L^3) + O(L^-5)
# alpha: Madelung constant of the cubic array; Q2: integral of charge density
# times r^2 (nuclei and electrons); p: dipole moment. For q = +1 and L = 2 nm
# the leading term is close to -1.0 eV.
# The formula is compared with the shift computed from molecular densities.
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import erfc
from pyscf import gto, scf, dft

scf.hf.MUTE_CHKFILE = True
HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR_NM = const.physical_constants['Bohr radius'][0] * 1e9
pi = np.pi


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---------- Madelung constant by two different roads (unit cell side) ----------
def ewald_alpha(eta):
    n = np.array([v for v in itertools.product(range(-7, 8), repeat=3) if any(v)])
    r = np.sqrt((n**2).sum(1))
    g2 = (2 * pi * r)**2
    value = (erfc(eta * r) / r).sum()
    value += (4 * pi / g2 * np.exp(-g2 / (4 * eta**2))).sum()
    return -(value - pi / eta**2 - 2 * eta / np.sqrt(pi))


def distant_cells(nmax):
    # potential at the origin of all other cells: point charge plus uniform cube
    n = np.array([v for v in itertools.product(range(-nmax, nmax + 1), repeat=3)
                  if any(v)], dtype=float)
    total = (1 / np.sqrt((n**2).sum(1))).sum()
    x, w = gauss(8, -0.5, 0.5)
    for i, j, k in itertools.product(range(8), repeat=3):
        d = n - np.array([x[i], x[j], x[k]])
        total -= w[i] * w[j] * w[k] * (1 / np.sqrt((d**2).sum(1))).sum()
    return total


alpha = ewald_alpha(2.0)
assert abs(alpha - ewald_alpha(2.6)) < 1e-10
own_cube = 3 * np.log(2 + np.sqrt(3)) - pi / 2
# the remainder of a cubic block of cells falls as the inverse square of its size
s5, s10 = distant_cells(5), distant_cells(10)
far = (10.5**2 * s10 - 5.5**2 * s5) / (10.5**2 - 5.5**2)
alpha_direct = own_cube + pi / 6 - far
assert abs(alpha_direct - alpha) < 5e-5

# ---------- naphthalene with idealized geometry, lengths in nm ----------
cc, ch = 0.140, 0.109
s3 = np.sqrt(3)
atoms = [('C', (0, s * cc / 2, 0)) for s in (1, -1)]
for sx, sy in itertools.product((1, -1), repeat=2):
    atoms.append(('C', (sx * s3 * cc / 2, sy * cc, 0)))
    atoms.append(('C', (sx * s3 * cc, sy * cc / 2, 0)))
    atoms.append(('H', (sx * s3 * cc / 2, sy * (cc + ch), 0)))
    atoms.append(('H', (sx * s3 * (cc + ch / 2), sy * (cc + ch) / 2, 0)))
geometry = [(a, tuple(np.array(r) / BOHR_NM)) for a, r in atoms]
options = dict(atom=geometry, unit='Bohr', basis='6-31g', verbose=0)
mol = gto.M(**options)
mol_cation = gto.M(charge=1, spin=1, **options)
neutral = scf.RHF(mol)
neutral.conv_tol = 1e-10
neutral.kernel()
cation = scf.ROHF(mol_cation)
cation.conv_tol = 1e-10
cation._eri = neutral._eri
cation.kernel(dm0=neutral.make_rdm1())
assert neutral.converged and cation.converged
dm_neutral = np.asarray(neutral.make_rdm1())
dm_cation = np.asarray(cation.make_rdm1()).sum(axis=0)

R = mol.atom_coords()
Z = mol.atom_charges().astype(float)
r2 = mol.intor('int1e_r2')
nuclear_r2 = Z @ (R**2).sum(1)
Q2_neutral = nuclear_r2 - np.sum(dm_neutral * r2)
Q2 = nuclear_r2 - np.sum(dm_cation * r2)
dipole = Z @ R - np.einsum('xij,ij->x', mol.intor('int1e_r'), dm_cation)
assert np.abs(dipole).max() < 1e-3


def density(dm, points):
    ao = mol.eval_gto('GTOval', points)
    return ((ao @ dm) * ao).sum(1)


# mirror symmetry of the cation density, needed for the octant sums below
sample = np.random.default_rng(1).uniform(-5, 5, (300, 3))
for mirror in ([-1, 1, 1], [1, -1, 1], [1, 1, -1]):
    change = density(dm_cation, sample) - density(dm_cation, sample * mirror)
    assert np.abs(change).max() < 1e-4

# ---------- densities as weighted points in one octant ----------
grid = dft.gen_grid.Grids(mol)
grid.level = 2
grid.build()
keep = (grid.coords > -1e-8).all(axis=1) & (np.abs(grid.weights) > 0)
points = grid.coords[keep]
weights = grid.weights[keep] * 2.0**(points > 1e-8).sum(1)
columns = []
for dm, electrons in ((dm_neutral, 68), (dm_cation, 67)):
    amount = weights * density(dm, points)
    assert abs(amount.sum() - electrons) < 1e-2
    columns.append(-amount * electrons / amount.sum())
charges = np.array(columns).T
used = np.abs(charges).max(axis=1) > 1e-10
points = np.vstack([points[used], R])
charges = np.vstack([charges[used], np.column_stack([Z, Z])])


def structure_factor(G):
    result = np.empty((len(G), 2))
    for i in range(0, len(G), 100):
        g = G[i:i + 100]
        wave = np.cos(np.outer(g[:, 0], points[:, 0]))
        wave *= np.cos(np.outer(g[:, 1], points[:, 1]))
        wave *= np.cos(np.outer(g[:, 2], points[:, 2]))
        result[i:i + 100] = wave @ charges
    return result


def direct_shift(L):
    # periodic minus isolated energy (neutral, cation) of the frozen densities;
    # the short-range part of the Coulomb energy is common to both and cancels
    eta, k = 6.8 / L, 2 * pi / L
    n = np.array([v for v in itertools.product(range(11), repeat=3) if any(v)])
    G = k * n
    g2 = (G**2).sum(1)
    w = 2.0**(n > 0).sum(1) * np.exp(-g2 / (4 * eta**2)) / g2
    periodic = 2 * pi / L**3 * (w @ structure_factor(G)**2)
    periodic -= np.array([0.0, 1.0]) * pi / (2 * L**3 * eta**2)
    g, wg = gauss(24, 0, 10 * k)
    u, wu = gauss(12, 0, 1)
    f, wf = gauss(12, 0, pi / 2)
    gg, uu, ff = [a.ravel() for a in np.meshgrid(g, u, f, indexing='ij')]
    w = np.einsum('i,j,k->ijk', wg * np.exp(-g**2 / (4 * eta**2)), wu, wf).ravel()
    side = np.sqrt(1 - uu**2)
    G = np.column_stack([gg * side * np.cos(ff), gg * side * np.sin(ff), gg * uu])
    isolated = 8 / (4 * pi**2) * (w @ structure_factor(G)**2)
    return (periodic - isolated) * HARTREE


def leading(L_nm):
    return -alpha * const.e / (8 * pi * const.epsilon_0 * L_nm * 1e-9)


def size_term(L_nm):
    L = L_nm / BOHR_NM
    return 2 * pi * (Q2 - dipole @ dipole) / (3 * L**3) * HARTREE


L_nm = 2.0
shift2, shift3 = direct_shift(L_nm / BOHR_NM), direct_shift(3.0 / BOHR_NM)
rest2 = shift2[1] - leading(2.0) - size_term(2.0)
rest3 = shift3[1] - leading(3.0) - size_term(3.0)
assert abs(leading(L_nm) + 1.0) < 0.05
assert abs(rest2) < 0.02
# an L^-5 remainder falls 7.6-fold; 0.1 meV allows for quadrature error
assert abs(rest3) < abs(rest2) / 4 + 1e-4
assert abs(shift2[0]) < 0.01

# ---------- relaxation of the cation in the quadratic cell potential ----------
c = 2 * pi / (3 * (L_nm / BOHR_NM)**3)
relaxed = scf.ROHF(mol_cation)
relaxed.conv_tol = 1e-10
relaxed._eri = neutral._eri
h_cell = cation.get_hcore() - c * r2
relaxed.get_hcore = lambda *args: h_cell
relaxed.kernel(dm0=cation.make_rdm1())
assert relaxed.converged
relaxation = relaxed.e_tot - cation.e_tot + c * np.sum(dm_cation * r2)
relaxation *= HARTREE
assert -0.01 < relaxation < 1e-6

ionization = (cation.e_tot - neutral.e_tot) * HARTREE
ionization_cell = ionization + shift2[1] - shift2[0]
length = 2 * max(abs(r[0]) for _, r in atoms)
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9
permittivity = 3.0

print(f'Own-cube part of alpha: {own_cube:.5f}')
print(f'Average-potential part of alpha, pi/6: {pi / 6:.5f}')
print(f'Reduction of alpha by distant cells: {far:.5f}')
print(f'alpha from neutral cells: {alpha_direct:.5f}')
print(f'alpha from Ewald sum: {alpha:.6f}')
print(f'e^2/(4 pi eps0): {coulomb:.5f} eV nm')
print(f'Cell side: {L_nm:.1f} nm')
print(f'C-C and C-H lengths: {cc:.3f} and {ch:.3f} nm')
print(f'Molecule length between outer H nuclei: {length:.3f} nm')
print(f'Nuclear gap to next image along x: {L_nm - length:.3f} nm')
print(f'Leading term at 2 nm: {leading(2.0):.4f} eV')
print(f'Leading term at 2 nm: {leading(2.0) * const.e * const.N_A / 1e3:.1f} kJ/mol')
print(f'Q2 of neutral molecule: {Q2_neutral * BOHR_NM**2:.4f} e nm^2')
print(f'Q2 of cation: {Q2 * BOHR_NM**2:.4f} e nm^2')
print(f'Size term at 2 nm: {size_term(2.0):.4f} eV')
print(f'Two-term shift at 2 nm: {leading(2.0) + size_term(2.0):.4f} eV')
print(f'Direct cation shift at 2 nm: {shift2[1]:.4f} eV')
print(f'Higher-order remainder at 2 nm: {rest2 * 1e3:.2f} meV')
print(f'Leading term at 3 nm: {leading(3.0):.4f} eV')
print(f'Size term at 3 nm: {size_term(3.0):.4f} eV')
print(f'Direct cation shift at 3 nm: {shift3[1]:.4f} eV')
print(f'Higher-order remainder at 3 nm: {rest3 * 1e3:.2f} meV')
print(f'Direct neutral shift at 2 nm: {shift2[0] * 1e3:.2f} meV')
print(f'Cation relaxation energy at 2 nm: {relaxation * 1e3:.3f} meV')
print(f'Isolated vertical ionization energy (HF): {ionization:.3f} eV')
print(f'Same with frozen-density cell shifts: {ionization_cell:.3f} eV')
print(f'Rough relative permittivity of crystal: {permittivity:.1f}')
print(f'Screened leading term at 2 nm: {leading(2.0) / permittivity:.3f} eV')
print(f'Cell side for 0.1 eV leading term: {-leading(1.0) / 0.1:.1f} nm')
print('PASS')
```

Output:

```
Own-cube part of alpha: 2.38008
Average-potential part of alpha, pi/6: 0.52360
Reduction of alpha by distant cells: 0.06638
alpha from neutral cells: 2.83730
alpha from Ewald sum: 2.837297
e^2/(4 pi eps0): 1.43996 eV nm
Cell side: 2.0 nm
C-C and C-H lengths: 0.140 and 0.109 nm
Molecule length between outer H nuclei: 0.674 nm
Nuclear gap to next image along x: 1.326 nm
Leading term at 2 nm: -1.0214 eV
Leading term at 2 nm: -98.6 kJ/mol
Q2 of neutral molecule: -0.3498 e nm^2
Q2 of cation: -0.2611 e nm^2
Size term at 2 nm: -0.0984 eV
Two-term shift at 2 nm: -1.1198 eV
Direct cation shift at 2 nm: -1.1173 eV
Higher-order remainder at 2 nm: 2.49 meV
Leading term at 3 nm: -0.6809 eV
Size term at 3 nm: -0.0292 eV
Direct cation shift at 3 nm: -0.7098 eV
Higher-order remainder at 3 nm: 0.33 meV
Direct neutral shift at 2 nm: 0.34 meV
Cation relaxation energy at 2 nm: -0.103 meV
Isolated vertical ionization energy (HF): 6.960 eV
Same with frozen-density cell shifts: 5.842 eV
Rough relative permittivity of crystal: 3.0
Screened leading term at 2 nm: -0.340 eV
Cell side for 0.1 eV leading term: 20.4 nm
PASS
```
